**Dirac square well: critical depth and zero-momentum resonance**

For a well of depth V0 and width 2a, the lowest bound level tends to E = −M as V0 approaches Vc = M + sqrt(M² + (πħc/2a)²), where M = mc² is the electron's rest energy. At this depth the transmission probability T for E < −M tends to 1 as the outside momentum tends to 0. The program asserts that Vc agrees with the depth found by diagonalizing the Dirac Hamiltonian on a staggered grid, and that the matching condition reproduces the grid levels at four depths. It also asserts the quadratic approach of the level to threshold, the form of the half-bound state, and the wide-well and narrow-well limits of Vc. The transmission formula is compared with numerical integration of the Dirac equation across the well. For a = 0.005 Å the output gives Vc = 1314380.5 eV from the formula and 1314379.3 eV from diagonalization. At 0.1 eV below the threshold, T is 0.999995 at Vc, but only about 3 × 10⁻⁶ when the depth is changed by two per cent either way.

## Numerical check

```python
"""Lowest bound level of a 1D Dirac square well and the zero-momentum resonance.

Result under test: for V = -V0 on |x| < a the lowest bound level tends to
E = -M at V0 = Vc = M + sqrt(M^2 + (pi*hbar*c/(2a))^2), M = m c^2, and at that
depth the transmission for E < -M tends to 1 as the outside momentum tends to 0.
Spinor (f, i g):  hbar*c f' = -(E-V+M) g,   hbar*c g' = (E-V-M) f.
Energies in eV, lengths in angstrom. eps = E + V0 is the kinetic-plus-rest
energy inside the well, and eta is the distance of E from the threshold -M.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

HC = const.hbar * const.c / const.e * 1e10
M = const.m_e * const.c**2 / const.e
HARTREE = const.physical_constants["Hartree energy in eV"][0]


def critical_depth(a):
    return M + np.hypot(M, np.pi * HC / (2 * a))


def grid_levels(V0, a, n=200, box=20):
    """Lowest level of the upper set and the level just below it.

    Staggered grid g,f,g,...,f,g of spacing h = a/n for each component;
    f = 0 at the box walls |x| = box*a. No fermion doubling occurs.
    """
    h = a / n
    n_g = 2 * box * n
    size = 2 * n_g - 1
    offset = np.arange(size) - (size - 1) // 2      # position in units of h/2
    V = np.where(np.abs(offset) < 2 * n, -V0, 0.0)
    V[np.abs(offset) == 2 * n] = -V0 / 2            # cell average at the edge
    is_f = np.arange(size) % 2 == 1
    diagonal = V + np.where(is_f, M, -M)
    coupling = np.where(np.arange(size - 1) % 2 == 0, -HC / h, HC / h)
    levels = eigh_tridiagonal(diagonal, coupling, eigvals_only=True,
                              select="i", select_range=(n_g - 1, n_g))
    return levels[1], levels[0]


def grid_critical_depth(a):
    """Depth at which the diagonalized level crosses -M."""
    return brentq(lambda V0: grid_levels(V0, a)[0] + M,
                  2 * M, 2 * M + np.pi * HC / (2 * a), xtol=1e-3)


def matched_eta(V0, a):
    """E + M of the lowest level from the even matching condition."""
    def mismatch(eta):
        above = max(eta + V0 - 2 * M, 0.0)          # eps - M
        p = np.sqrt(above * (above + 2 * M)) / HC
        return p * a - np.arctan2(np.sqrt((2 * M - eta) * (above + 2 * M)),
                                  np.sqrt(eta * above))
    return brentq(mismatch, max(0.0, 2 * M - V0), 2 * M, xtol=1e-11)


def integrate_inside(E, V0, x_start, x_end, f, g):
    """Numerical solution of the Dirac equation inside the well."""
    eps = E + V0

    def slope(x, y):
        return [-(eps + M) * y[1] / HC, (eps - M) * y[0] / HC]
    run = solve_ivp(slope, (x_start, x_end), np.array([f, g], dtype=complex),
                    method="DOP853", rtol=1e-11, atol=1e-13)
    assert run.success
    return run.y[:, -1]


def amplitudes(E, V0, a):
    """Transmission and reflection amplitudes by numerical integration."""
    k = np.sqrt((abs(E) - M) * (abs(E) + M)) / HC
    q = k
    g_over_f = -1j * HC * q / (E + M)
    if (1j * g_over_f).real < 0:                    # current must point right
        q, g_over_f = -q, -g_over_f
    phase = np.exp(1j * q * a)
    f, g = integrate_inside(E, V0, a, -a, phase, phase * g_over_f)
    incoming = 0.5 * (f + g / g_over_f) * phase
    reflected = 0.5 * (f - g / g_over_f) / phase
    return 1 / incoming, reflected / incoming


def transmission_formula(E, V0, a):
    eps = E + V0
    p = np.sqrt(eps**2 - M**2) / HC
    gamma = HC * p / (eps + M)
    Gamma = np.sqrt(E**2 - M**2) / abs(E + M)
    R = Gamma / gamma
    return 1 / (1 + 0.25 * (R - 1 / R)**2 * np.sin(2 * p * a)**2)


a = 0.005
Vc = critical_depth(a)
W = Vc - M
G = 2 * M * (a * W / (HC * (W - M)))**2
print(f"rest energy M = {M:.2f} eV")
print(f"hbar*c = {HC:.4f} eV angstrom")
print(f"half width a = {a:.4f} angstrom")
print(f"pi*hbar*c/(2a) = {np.pi * HC / (2 * a):.1f} eV")
print(f"W = {W:.1f} eV")
print(f"critical depth Vc, formula = {Vc:.1f} eV")
print(f"critical depth Vc, formula = {Vc / HARTREE:.2f} hartree")

# Critical depth from diagonalization alone.
Vc_grid = grid_critical_depth(a)
print(f"critical depth Vc, diagonalization = {Vc_grid:.1f} eV")
assert abs(Vc_grid / Vc - 1) < 1e-4                 # grid error of order (h/a)^2

# The matching condition gives the lowest level, inside the stated bounds.
for fraction in (0.3, 0.6, 0.8, 0.9):
    V0 = fraction * Vc
    level, level_below = grid_levels(V0, a)
    E_match = matched_eta(V0, a) - M
    assert abs(level - E_match) < 1e-4 * M          # grid error
    assert level_below < -M < level < W - V0
    print(f"V0 = {fraction:.1f} Vc = {V0:.1f} eV: E matching = {E_match:.1f} eV,"
          f" grid = {level:.1f} eV")
assert grid_levels(1.02 * Vc, a)[0] < -M

# Approach to threshold: eta = G delta^2 for small delta = Vc - V0.
print(f"threshold constant G = {G:.4e} 1/eV")
decay_lengths = []
for delta in (1000.0, 100.0, 10.0):
    eta = matched_eta(Vc - delta, a)
    decay_lengths.append(HC / np.sqrt(eta * (2 * M - eta)))
    print(f"Vc-V0 = {delta:.0f} eV: E+M = {eta:.5f} eV, G*delta^2 = "
          f"{G * delta**2:.5f} eV, decay length = {decay_lengths[-1]:.3f} angstrom")
assert abs(eta / (G * delta**2) - 1) < 5e-3         # next order is 2*G*delta
assert decay_lengths[0] < decay_lengths[1] < decay_lengths[2]

# Half-bound state: f = 0 at both edges, g reverses its sign.
gamma_c = np.sqrt((W - M) / (W + M))
f_mid, g_mid = integrate_inside(-M, Vc, -a, 0.0, 0.0, -gamma_c)
f_end, g_end = integrate_inside(-M, Vc, -a, a, 0.0, -gamma_c)
assert abs(f_mid - 1) < 1e-7 and abs(g_mid) < 1e-7
assert abs(f_end) < 1e-7 and abs(g_end - gamma_c) < 1e-7
assert abs(integrate_inside(-M, 1.1 * Vc, -a, a, 0.0, -gamma_c)[0]) > 0.05
print(f"half-bound state: f(0) = {f_mid.real:.4f}, g(a) = {g_end.real:.4f}"
      " (dimensionless)")

# Transmission formula against numerical integration.
for E, V0 in ((-1.2 * M, 3.0 * M), (-1.05 * M, 2.4 * M),
              (-1.5 * M, 4.1 * M), (1.5 * M, 1.0 * M)):
    t, r = amplitudes(E, V0, a)
    assert abs(abs(t)**2 + abs(r)**2 - 1) < 1e-7
    assert abs(abs(t)**2 - transmission_formula(E, V0, a)) < 1e-7

# Zero-momentum limit at, below and above the critical depth.
for eta in (1000.0, 10.0, 0.1):
    E = -M - eta
    k = np.sqrt(eta * (eta + 2 * M)) / HC
    T_low, T_at, T_high = [abs(amplitudes(E, s * Vc, a)[0])**2
                           for s in (0.98, 1.0, 1.02)]
    print(f"-M-E = {eta:.1f} eV, k = {k:.4f} 1/angstrom: T(0.98 Vc) = {T_low:.3e},"
          f" T(Vc) = {T_at:.6f}, T(1.02 Vc) = {T_high:.3e}")
    if eta == 10.0:
        assert abs((1 - T_at) / (G * eta) - 1) < 1e-2
        T_low_10, T_high_10 = T_low, T_high
assert T_at > 0.9999
# Off the critical depth T falls as k^2, hence by 100 when eta falls by 100.
assert abs(T_low_10 / T_low / 100 - 1) < 0.02
assert abs(T_high_10 / T_high / 100 - 1) < 0.02

t_near = amplitudes(-M - 0.1, Vc, a)[0]
assert abs(t_near + 1) < 0.02
print(f"amplitude t at Vc, -M-E = 0.1 eV: {t_near.real:.5f} {t_near.imag:+.5f} i")

# Above the critical depth the resonance lies below -M by V0 - Vc.
E_res = -M - 0.02 * Vc
T_res = abs(amplitudes(E_res, 1.02 * Vc, a)[0])**2
assert abs(T_res - 1) < 1e-7
T_side = abs(amplitudes(E_res - 0.05 * M, 1.02 * Vc, a)[0])**2
assert T_side < 0.99
print(f"V0 = 1.02 Vc: resonance E = {E_res:.1f} eV, T = {T_res:.6f}")
print(f"V0 = 1.02 Vc: T at E lower by 0.05 M = {T_side:.4f}")

# Wide and narrow wells, with critical depths from diagonalization.
a_wide, a_narrow = 0.1, 1e-5
excess = grid_critical_depth(a_wide) - 2 * M
box_energy = (np.pi * HC)**2 / (8 * M * a_wide**2)
assert abs(excess / box_energy - 1) < 2e-3          # next order is box/(2M)
print(f"a = {a_wide:.1f} angstrom: Vc-2M = {excess:.2f} eV,"
      f" box energy = {box_energy:.2f} eV")
ratio = grid_critical_depth(a_narrow) * 2 * a_narrow / (np.pi * HC)
assert abs(ratio - 1) < 3e-3                        # next order is 2aM/(pi*hbar*c)
print(f"a = {a_narrow:.0e} angstrom: Vc/(pi*hbar*c/(2a)) = {ratio:.5f}")

print("all good")
```

It prints:

```
rest energy M = 510998.95 eV
hbar*c = 1973.2698 eV angstrom
half width a = 0.0050 angstrom
pi*hbar*c/(2a) = 619921.0 eV
W = 803381.6 eV
critical depth Vc, formula = 1314380.5 eV
critical depth Vc, formula = 48302.59 hartree
critical depth Vc, diagonalization = 1314379.3 eV
V0 = 0.3 Vc = 394314.2 eV: E matching = 257608.4 eV, grid = 257608.7 eV
V0 = 0.6 Vc = 788628.3 eV: E matching = -80875.9 eV, grid = -80875.7 eV
V0 = 0.8 Vc = 1051504.4 eV: E matching = -309966.7 eV, grid = -309966.9 eV
V0 = 0.9 Vc = 1182942.5 eV: E matching = -420645.3 eV, grid = -420645.7 eV
threshold constant G = 4.9540e-05 1/eV
Vc-V0 = 1000 eV: E+M = 45.30315 eV, G*delta^2 = 49.54019 eV, decay length = 0.290 angstrom
Vc-V0 = 100 eV: E+M = 0.49072 eV, G*delta^2 = 0.49540 eV, decay length = 2.786 angstrom
Vc-V0 = 10 eV: E+M = 0.00495 eV, G*delta^2 = 0.00495 eV, decay length = 27.745 angstrom
half-bound state: f(0) = 1.0000, g(a) = 0.4716 (dimensionless)
-M-E = 1000.0 eV, k = 16.2088 1/angstrom: T(0.98 Vc) = 2.415e-02, T(Vc) = 0.952616, T(1.02 Vc) = 3.348e-02
-M-E = 10.0 eV, k = 1.6201 1/angstrom: T(0.98 Vc) = 2.674e-04, T(Vc) = 0.999505, T(1.02 Vc) = 3.221e-04
-M-E = 0.1 eV, k = 0.1620 1/angstrom: T(0.98 Vc) = 2.677e-06, T(Vc) = 0.999995, T(1.02 Vc) = 3.219e-06
amplitude t at Vc, -M-E = 0.1 eV: -1.00000 +0.00061 i
V0 = 1.02 Vc: resonance E = -537286.6 eV, T = 1.000000
V0 = 1.02 Vc: T at E lower by 0.05 M = 0.5884
a = 0.1 angstrom: Vc-2M = 939.21 eV, box energy = 940.08 eV
a = 1e-05 angstrom: Vc/(pi*hbar*c/(2a)) = 1.00165
all good
```
